# Comment on unfolding PAW bands with squared plane-wave coefficients: a program that tests the result

```python
"""Band-unfolding weights in PAW, tested on a one-dimensional model crystal.

Result under test: for a supercell state psi = T psi~ (T: PAW transformation),
the weight at primitive-cell wave vector k_j is
    W_j = (1/N) sum_t exp(-i k_j t) <psi~| S Tr_t |psi~>,   S = T^dagger T,
if T commutes with the primitive translations Tr_t, (Tr_t f)(x) = f(x+t).
The sums of squared plane-wave coefficients of psi~ do not add up to one.
If T is not periodic, S Tr_t must be replaced by T^dagger Tr_t T.

Reference: all-electron diagonalization on a fine grid, without PAW.
Hartree atomic units. N: cells in the supercell, K: supercell wave vector,
phi / phi~: all-electron / smooth partial waves, p: projectors,
q = <phi|phi> - <phi~|phi~>.
"""
import numpy as np
from scipy.linalg import eigh

N, a, pts = 4, 3.0, 48
h, n, L = a / pts, N * pts, N * a
x = np.arange(n) * h
K = 0.3 * 2 * np.pi / L
depth, width = 4.0, 0.15
rc_pts = 20
rc = rc_pts * h
cutoff = 20.0
U, phase_U = 0.1, 0.5
shift_pts = 4


def plane_waves(k0, npt, length):
    m = np.arange(npt) - npt // 2
    k = k0 + 2 * np.pi * m / length
    return m, k, np.exp(1j * np.outer(x[:npt], k)) / np.sqrt(length)


def well(d):
    return -depth * np.exp(-d**2 / (2 * width**2))


def make_dataset():
    """One even and one odd partial wave from the primitive cell at k = 0."""
    _, k, F = plane_waves(0.0, pts, a)
    d = x[:pts] - a / 2
    H = (h * (F * (k**2 / 2)) @ F.conj().T).real + np.diag(well(d))
    vec = np.linalg.eigh(H)[1] / np.sqrt(h)
    mirror = (-np.arange(pts)) % pts
    parity = h * np.sum(vec * vec[mirror], axis=0)
    chosen = [np.where(parity > 0.5)[0][0], np.where(parity < -0.5)[0][0]]
    phi = vec[:, chosen]
    smooth = phi.copy()
    inside = np.abs(d) < rc - 1e-9
    edge = pts // 2 + rc_pts
    for i, powers in enumerate(([0, 2, 4], [1, 3, 5])):
        coef = h * F.conj().T @ phi[:, i]
        target = [np.sum((1j * k)**r * coef * F[edge]).real for r in range(3)]
        rows = [[rc**s for s in powers],
                [s * rc**(s - 1) if s > 0 else 0.0 for s in powers],
                [s * (s - 1) * rc**(s - 2) if s > 1 else 0.0 for s in powers]]
        poly = np.linalg.solve(np.array(rows), np.array(target))
        smooth[inside, i] = sum(c * d[inside]**s for c, s in zip(poly, powers))
    delta = phi - smooth
    M = h * delta.T @ smooth
    proj = delta @ np.linalg.inv(M.T)
    q = h * (phi.T @ phi - smooth.T @ smooth)
    assert np.allclose(h * proj.T @ smooth, np.eye(2), atol=1e-9)
    return delta, proj, q


delta, proj, q = make_dataset()
m, k, F = plane_waves(K, n, L)
star = m % N                       # class of k modulo primitive reciprocal vectors
kj = K + 2 * np.pi * np.arange(N) / L
keep = np.abs(k) < cutoff
Fc = F[:, keep]
Q = np.kron(np.eye(N), q)


def translate(f, s):
    """f(x + s a) for Bloch functions of the supercell."""
    return np.concatenate((f[s * pts:], np.exp(1j * K * L) * f[:s * pts]))


def class_sums(coef, labels):
    return np.array([np.sum(np.abs(coef[labels == j])**2, axis=0)
                     for j in range(N)])


def translation_weights(left, right):
    w = np.zeros((N, left.shape[1]), complex)
    for s in range(N):
        overlap = h * np.sum(left.conj() * translate(right, s), axis=0)
        w += np.outer(np.exp(-1j * kj * s * a), overlap) / N
    return w


def run(amplitude, shift):
    """Solve all-electron and PAW problems; atom 1 is moved by shift points."""
    v = amplitude * np.cos(2 * np.pi * x / L - phase_U)
    P, D = np.zeros((n, 2 * N)), np.zeros((n, 2 * N))
    for site in range(N):
        start = site * pts + (shift if site == 1 else 0)
        dist = (x - start * h - a / 2 + L / 2) % L - L / 2
        v = v + well(dist)
        P[start:start + pts, 2 * site:2 * site + 2] = proj
        D[start:start + pts, 2 * site:2 * site + 2] = delta
    H = h * (F * (k**2 / 2)) @ F.conj().T + np.diag(v)
    e_ae, psi = np.linalg.eigh(H)
    psi = psi[:, :N] / np.sqrt(h)
    T = np.eye(n) + h * D @ P.T
    TF = T @ Fc
    B = h * P.T @ Fc
    S = np.eye(Fc.shape[1]) + B.conj().T @ Q @ B
    # separable overlap against the overlap of reconstructed functions
    assert np.allclose(S, h * TF.conj().T @ TF, atol=1e-8)
    e_paw, c = eigh(h * TF.conj().T @ (H @ TF), S)
    c = c[:, :N]
    pseudo = Fc @ c
    P_on = h * P.T @ pseudo
    S_pseudo = pseudo + P @ (Q @ P_on)
    w_pw = class_sums(c, star[keep])
    w_site = np.zeros((N, N))
    for j in range(N):
        ph = np.exp(-1j * kj[j] * a * np.arange(N)) / np.sqrt(N)
        b = np.einsum('l,lin->in', ph, P_on.reshape(N, 2, N))
        w_site[j] = np.einsum('in,ij,jn->n', b.conj(), q, b).real
    comm = np.max(np.abs(T @ translate(Fc, 1) - translate(TF, 1)))
    return dict(e_ae=e_ae[:N], e_paw=e_paw[:N], pw=w_pw, site=w_site,
                ae=class_sums(h * F.conj().T @ psi, star),
                S=translation_weights(S_pseudo, pseudo),
                full=translation_weights(T @ pseudo, T @ pseudo),
                onsite=np.einsum('in,ij,jn->n', P_on.conj(), Q, P_on).real,
                comm=comm)


pristine, wave, moved = run(0.0, 0), run(U, 0), run(U, shift_pts)

# PAW reproduces the all-electron energies; the general formula always holds
for r in (pristine, wave, moved):
    assert np.max(np.abs(r['e_ae'] - r['e_paw'])) < 1e-4   # finite basis
    assert np.max(np.abs(r['full'] - r['ae'])) < 1e-4      # finite basis
    assert np.allclose(r['S'].sum(axis=0), 1, atol=1e-8)
    assert np.allclose(r['pw'].sum(axis=0), 1 - r['onsite'], atol=1e-8)
    assert np.min(np.abs(r['pw'].sum(axis=0) - 1)) > 0.05

# periodic T: S-weighted translations and the on-site form give true weights
for r in (pristine, wave):
    assert r['comm'] < 1e-9
    assert np.max(np.abs(r['S'] - r['ae'])) < 1e-4
    assert np.allclose(r['S'], r['pw'] + r['site'], atol=1e-8)
assert np.allclose(np.sort(pristine['S'].real, axis=0)[-1], 1, atol=1e-7)

# dividing by the total does not repair plane-wave weights
renorm = wave['pw'] / wave['pw'].sum(axis=0)
renorm_error = np.max(np.abs(renorm - wave['ae']))
assert renorm_error > 2e-3

# displaced atom: T is not periodic, S-weighted values are only approximate
moved_error = np.max(np.abs(moved['S'] - moved['ae']))
moved_imag = np.max(np.abs(moved['S'].imag))
assert moved['comm'] > 1e-3
assert moved_error > 1e-4 and moved_imag > 1e-5

k_zone = (kj + np.pi / a) % (2 * np.pi / a) - np.pi / a
print(f"cells N = {N}, cell length a = {a} bohr, grid step = {h} bohr")
print(f"well depth = {depth} hartree, well width = {width} bohr")
print(f"sphere radius = {rc} bohr, supercell K = {K:.5f} 1/bohr")
print(f"PAW cutoff = {cutoff} 1/bohr: {Fc.shape[1]} waves; grid: {n} waves")
print(f"q even = {q[0, 0]:.5f}, q odd = {q[1, 1]:.5f} (dimensionless)")
print("PRISTINE: state, energy (hartree), k (1/bohr), true W, plane-wave sum")
for s in range(N):
    j = np.argmax(pristine['ae'][:, s])
    print(f"  {s + 1} {pristine['e_paw'][s]:.5f} {k_zone[j]:.5f} "
          f"{pristine['ae'][j, s]:.5f} {pristine['pw'][:, s].sum():.5f}")
print(f"LONG-WAVE POTENTIAL: amplitude {U} hartree, phase {phase_U} rad")
print("state, energy (hartree), plane-wave sum, on-site part, S-weighted sum")
for s in range(N):
    print(f"  {s + 1} {wave['e_paw'][s]:.5f} {wave['pw'][:, s].sum():.5f} "
          f"{wave['onsite'][s]:.5f} {wave['S'][:, s].sum().real:.5f}")
print("state, k (1/bohr), W all-electron, W S-weighted, plane-wave, renormalized")
for s in range(N):
    for j in range(N):
        print(f"  {s + 1} {k_zone[j]:.5f} {wave['ae'][j, s]:.5f} "
              f"{wave['S'][j, s].real:.5f} {wave['pw'][j, s]:.5f} "
              f"{renorm[j, s]:.5f}")
print(f"largest error, S-weighted: {np.max(np.abs(wave['S'] - wave['ae'])):.1e}")
print(f"largest error, renormalized plane-wave: {renorm_error:.5f}")
e_err = np.max(np.abs(wave['e_ae'] - wave['e_paw']))
print(f"largest PAW energy error: {e_err:.1e} hartree")
print(f"ONE ATOM DISPLACED by {shift_pts * h} bohr, same potential wave")
print(f"largest error, S-weighted: {moved_error:.5f}")
print(f"largest imaginary part, S-weighted: {moved_imag:.5f}")
print(f"smallest real part, S-weighted: {moved['S'].real.min():.5f}")
print(f"smallest all-electron weight: {moved['ae'].min():.5f}")
full_err = np.max(np.abs(moved['full'] - moved['ae']))
print(f"largest error, full formula: {full_err:.1e}")
print("PASS")
```

Running it gives:

```
cells N = 4, cell length a = 3.0 bohr, grid step = 0.0625 bohr
well depth = 4.0 hartree, well width = 0.15 bohr
sphere radius = 1.25 bohr, supercell K = 0.15708 1/bohr
PAW cutoff = 20.0 1/bohr: 76 waves; grid: 192 waves
q even = 0.42921, q odd = 0.08093 (dimensionless)
PRISTINE: state, energy (hartree), k (1/bohr), true W, plane-wave sum
  1 -0.83126 0.15708 1.00000 0.56855
  2 -0.80105 -0.36652 1.00000 0.55846
  3 -0.72843 0.68068 1.00000 0.52892
  4 -0.68676 -0.89012 1.00000 0.50757
LONG-WAVE POTENTIAL: amplitude 0.1 hartree, phase 0.5 rad
state, energy (hartree), plane-wave sum, on-site part, S-weighted sum
  1 -0.88454 0.56035 0.43965 1.00000
  2 -0.79156 0.54945 0.45055 1.00000
  3 -0.73144 0.53275 0.46725 1.00000
  4 -0.64100 0.52168 0.47832 1.00000
state, k (1/bohr), W all-electron, W S-weighted, plane-wave, renormalized
  1 0.15708 0.58618 0.58618 0.33296 0.59421
  1 0.68068 0.07805 0.07805 0.04144 0.07396
  1 -0.89012 0.03192 0.03192 0.01624 0.02899
  1 -0.36652 0.30386 0.30386 0.16970 0.30285
  2 0.15708 0.22039 0.22039 0.12520 0.22786
  2 0.68068 0.14742 0.14742 0.07803 0.14201
  2 -0.89012 0.12588 0.12588 0.06410 0.11666
  2 -0.36652 0.50630 0.50630 0.28213 0.51347
  3 0.15708 0.15916 0.15916 0.09090 0.17062
  3 0.68068 0.51511 0.51511 0.27121 0.50907
  3 -0.89012 0.21538 0.21538 0.10877 0.20417
  3 -0.36652 0.11036 0.11036 0.06187 0.11614
  4 0.15708 0.03425 0.03425 0.01959 0.03755
  4 0.68068 0.25941 0.25941 0.13848 0.26546
  4 -0.89012 0.62691 0.62691 0.31871 0.61093
  4 -0.36652 0.07944 0.07944 0.04490 0.08606
largest error, S-weighted: 2.3e-08
largest error, renormalized plane-wave: 0.01597
largest PAW energy error: 7.4e-08 hartree
ONE ATOM DISPLACED by 0.25 bohr, same potential wave
largest error, S-weighted: 0.00258
largest imaginary part, S-weighted: 0.00255
smallest real part, S-weighted: 0.02514
smallest all-electron weight: 0.02677
largest error, full formula: 6.6e-08
PASS
```
